**Field enhancement of conducting hemi-ellipsoids**

For a conducting half prolate ellipsoid on a plane, the apex field divided by the uniform far field is \(\gamma=1/N\), where \(N=(1-e^2)(\operatorname{artanh}e-e)/e^3\) is the depolarization factor along the long axis. Here \(e^2=1-1/\nu^2\), and \(\nu\) is height over base radius. The program solves an integral equation for the surface charge at \(\nu=1\), 10 and 100, and asserts that the apex and half-height fields agree with the formulas to a relative tolerance of \(10^{-6}\). It also computes \(N\) from the field of a uniformly polarized body and tests the inner potential at points on and off the axis. Symbolic algebra tests the hemisphere solution and the spherical limit of \(N\), while finite differences test the spheroidal potential and its surface field. The output gives \(\gamma=3\), 49.30 and 2326 for the three shapes. With a far field of 0.002 V/nm, the corresponding apex fields are 0.0060, 0.0986 and 4.65 V/nm.

## Numerical verification

```python
"""Apex field enhancement of a conducting half prolate ellipsoid on a plane.

Result under test: gamma = F_apex / F0 = 1 / N, with
    N = (1 - e^2) (artanh(e) - e) / e^3,   e^2 = 1 - 1/nu^2,
and gamma = 3 for the hemisphere (nu = 1).
nu = c/a : height over base radius;  F0 : uniform far field along z
N        : depolarization factor of the full ellipsoid along z
eta      : z/c on the surface, where rho = a sqrt(1 - eta^2)
Tests use units with a = 1, F0 = 1 and vacuum permittivity 1.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import ellipkm1, eval_legendre
from scipy.constants import physical_constants

mp.mp.dps = 40


def depolarization(nu):
    """Closed formula; the sphere is its limit, checked symbolically below."""
    if nu == 1:
        return 1.0 / 3.0
    e = np.sqrt(1.0 - 1.0 / nu**2)
    return (1.0 - e**2) * (np.arctanh(e) - e) / e**3


def normal_z(nu, eta):
    """z component of the outward unit normal at relative height eta."""
    return eta / np.sqrt(eta**2 + nu**2 * (1.0 - eta**2))


# ---------- quadrature over the surface, nodes clustered at eta0 ----------
gauss_x, gauss_w = np.polynomial.legendre.leggauss(200)
unit_x, unit_w = 0.5 * (gauss_x + 1.0), 0.5 * gauss_w


def clustered_rule(eta0):
    nodes, weights = [], []
    for end in (-1.0, 1.0):
        nodes.append(eta0 + (end - eta0) * unit_x**3)
        weights.append(abs(end - eta0) * 3.0 * unit_x**2 * unit_w)
    return np.concatenate(nodes), np.concatenate(weights)


def ring_potential(nu, rho, z, eta):
    """Potential at (rho, z) of a unit charge spread on the ring eta."""
    ring_rho = np.sqrt(np.maximum(1.0 - eta**2, 0.0))
    dz2 = (z - nu * eta)**2
    near2 = np.maximum((rho - ring_rho)**2 + dz2, 1e-30)
    far2 = (rho + ring_rho)**2 + dz2
    return ellipkm1(near2 / far2) / (2.0 * np.pi**2 * np.sqrt(far2))


def solve_surface_charge(nu):
    """Find dQ/deta as a sum of odd Legendre polynomials by collocation."""
    degrees = np.array([1, 3, 5, 7, 9])
    points = np.array([0.12, 0.33, 0.55, 0.76, 0.93])
    matrix = np.zeros((5, 5))
    for i, eta0 in enumerate(points):
        eta, weight = clustered_rule(eta0)
        kernel = weight * ring_potential(nu, np.sqrt(1 - eta0**2),
                                         nu * eta0, eta)
        for k, degree in enumerate(degrees):
            matrix[i, k] = np.sum(kernel * eval_legendre(degree, eta))
    # induced potential must cancel the applied potential -z
    return degrees, np.linalg.solve(matrix, nu * points)


def field_from_charge(nu, degrees, coefficients, eta):
    charge_per_eta = np.sum(coefficients * eval_legendre(degrees, eta))
    area_per_eta = 2 * np.pi * np.sqrt(eta**2 + nu**2 * (1 - eta**2))
    return charge_per_eta / area_per_eta


ratios = (1, 10, 100)
numeric_gamma = {}
numeric_N = {}
for nu in ratios:
    N = depolarization(nu)
    # conductor problem solved without the spheroidal solution
    degrees, coefficients = solve_surface_charge(nu)
    numeric_gamma[nu] = field_from_charge(nu, degrees, coefficients, 1.0)
    assert abs(numeric_gamma[nu] * N - 1) < 1e-6
    half = field_from_charge(nu, degrees, coefficients, 0.5)
    assert abs(half / (normal_z(nu, 0.5) / N) - 1) < 1e-6

    # definition of N: centre field of the charge of unit polarization
    eta, weight = clustered_rule(0.0)
    distance2 = 1 - eta**2 + (nu * eta)**2
    numeric_N[nu] = np.sum(weight * 0.5 * nu * eta**2 / distance2**1.5)
    assert abs(numeric_N[nu] / N - 1) < 1e-6

    # uniform inner field: potential N z on and off the axis
    for rho, height in ((0.0, 0.5), (0.5, 0.3), (0.3, 0.8)):
        eta, weight = clustered_rule(height)
        inner = np.sum(weight * 2 * np.pi * eta
                       * ring_potential(nu, rho, nu * height, eta))
        assert abs(inner / (N * nu * height) - 1) < 1e-6

# ---------- hemisphere and limit of N, symbolically ----------
x, y, z, e = sp.symbols("x y z e", real=True)
R = sp.symbols("R", positive=True)
r = sp.sqrt(x**2 + y**2 + z**2)
phi_sphere = -z * (1 - R**3 / r**3)
laplacian = sum(sp.diff(phi_sphere, q, 2) for q in (x, y, z))
assert sp.simplify(laplacian) == 0
theta = sp.symbols("theta", real=True)
on_sphere = {x: R * sp.sin(theta), y: 0, z: R * sp.cos(theta)}
assert sp.simplify(phi_sphere.subs(on_sphere)) == 0
radial_field = -(x * sp.diff(phi_sphere, x) + y * sp.diff(phi_sphere, y)
                 + z * sp.diff(phi_sphere, z)) / R
assert sp.simplify(radial_field.subs(on_sphere) - 3 * sp.cos(theta)) == 0
artanh_series = sp.series(sp.atanh(e), e, 0, 6).removeO()
N_series = sp.expand((1 - e**2) * (artanh_series - e) / e**3)
assert N_series.subs(e, 0) == sp.Rational(1, 3)


# ---------- spheroidal potential by finite differences ----------
def legendre_Q1(xi):
    return xi * mp.acoth(xi) - 1


def phi_spheroid(nu, point):
    px, py, pz = point
    focus = mp.sqrt(mp.mpf(nu)**2 - 1)
    rho2 = px**2 + py**2
    xi = (mp.sqrt(rho2 + (pz + focus)**2)
          + mp.sqrt(rho2 + (pz - focus)**2)) / (2 * focus)
    xi0 = nu / focus
    ratio = legendre_Q1(xi) * xi0 / (xi * legendre_Q1(xi0))
    return -pz * (1 - ratio)


step = mp.mpf("1e-8")
for nu in (10, 100):
    for raw in (("1.5", "0.8", "0.6"), ("0.3", "0.2", "1.05")):
        p = [mp.mpf(raw[0]), mp.mpf(raw[1]), mp.mpf(raw[2]) * nu]
        second = []
        for axis in range(3):
            up, down = list(p), list(p)
            up[axis] += step
            down[axis] -= step
            second.append((phi_spheroid(nu, up) + phi_spheroid(nu, down)
                           - 2 * phi_spheroid(nu, p)) / step**2)
        assert abs(sum(second)) < 1e-9 * max(abs(s) for s in second)
    far = [mp.mpf(0), mp.mpf(0), mp.mpf(10)**4 * nu]
    assert abs(phi_spheroid(nu, far) / far[2] + 1) < 1e-6
    for height in (mp.mpf(1), mp.mpf("0.6")):
        p = [mp.sqrt(1 - height**2), mp.mpf(0), height * nu]
        assert abs(phi_spheroid(nu, p)) < 1e-25
        gradient = [p[0], mp.mpf(0), p[2] / nu**2]
        length = mp.sqrt(sum(g**2 for g in gradient))
        normal = [g / length for g in gradient]
        outer = [q + step * n for q, n in zip(p, normal)]
        inner = [q - step * n for q, n in zip(p, normal)]
        field = -(phi_spheroid(nu, outer)
                  - phi_spheroid(nu, inner)) / (2 * step)
        expected = normal[2] / depolarization(nu)
        assert abs(field / expected - 1) < 1e-9

# ---------- worked example ----------
base_radius_um = 1.0
far_field = 0.002  # V/nm
atomic_field = physical_constants["atomic unit of electric field"][0] * 1e-9
print(f"base radius a = {base_radius_um:.1f} um")
print(f"far field F0 = {far_field:.4f} V/nm")
print(f"atomic unit of field = {atomic_field:.3f} V/nm")
slender_error = {}
for nu in ratios:
    N = depolarization(nu)
    gamma = 1 / N
    apex = gamma * far_field
    print(f"--- aspect ratio nu = {nu} (height / base radius)")
    print(f"height c = {nu * base_radius_um:.0f} um")
    print(f"apex radius a^2/c = {1000 * base_radius_um / nu:.0f} nm")
    print(f"eccentricity e = {np.sqrt(1 - 1 / nu**2):.7f}")
    if nu > 1:
        print(f"artanh e = {np.arctanh(np.sqrt(1 - 1 / nu**2)):.6f}")
    print(f"N, formula = {N:.8f}")
    print(f"N, from polarization charge = {numeric_N[nu]:.8f}")
    print(f"gamma = 1/N = {gamma:.4f}")
    print(f"gamma, from integral equation = {numeric_gamma[nu]:.4f}")
    print(f"apex field = {apex:.4f} V/nm = {apex / atomic_field:.3e} a.u.")
    print(f"n_z at half height = {normal_z(nu, 0.5):.6f}")
    print(f"field/F0 at half height = {gamma * normal_z(nu, 0.5):.4f}")
    if nu > 1:
        slender = nu**2 / (np.log(2 * nu) - 1)
        slender_error[nu] = slender / gamma - 1
        print(f"slender estimate of gamma = {slender:.4f}")
        print(f"its relative error = {100 * slender_error[nu]:.3f} %")
assert abs(slender_error[10]) < 0.02
assert abs(slender_error[100]) < 0.001

print("finished without a failed check")
```

Printed output:

```
base radius a = 1.0 um
far field F0 = 0.0020 V/nm
atomic unit of field = 514.221 V/nm
--- aspect ratio nu = 1 (height / base radius)
height c = 1 um
apex radius a^2/c = 1000 nm
eccentricity e = 0.0000000
N, formula = 0.33333333
N, from polarization charge = 0.33333333
gamma = 1/N = 3.0000
gamma, from integral equation = 3.0000
apex field = 0.0060 V/nm = 1.167e-05 a.u.
n_z at half height = 0.500000
field/F0 at half height = 1.5000
--- aspect ratio nu = 10 (height / base radius)
height c = 10 um
apex radius a^2/c = 100 nm
eccentricity e = 0.9949874
artanh e = 2.993223
N, formula = 0.02028588
N, from polarization charge = 0.02028588
gamma = 1/N = 49.2954
gamma, from integral equation = 49.2954
apex field = 0.0986 V/nm = 1.917e-04 a.u.
n_z at half height = 0.057639
field/F0 at half height = 2.8413
slender estimate of gamma = 50.1069
its relative error = 1.646 %
--- aspect ratio nu = 100 (height / base radius)
height c = 100 um
apex radius a^2/c = 10 nm
eccentricity e = 0.9999500
artanh e = 5.298292
N, formula = 0.00042990
N, from polarization charge = 0.00042990
gamma = 1/N = 2326.1293
gamma, from integral equation = 2326.1293
apex field = 4.6523 V/nm = 9.047e-03 a.u.
n_z at half height = 0.005773
field/F0 at half height = 13.4297
slender estimate of gamma = 2326.4918
its relative error = 0.016 %
finished without a failed check
```
